# Hydrogen on a planar defect potential: grid levels and isotope shifts

In a model of a hydrogen atom bound to a silicon atom, the stretching quantum is 245.9 meV for protium and 175.9 meV for deuterium. Their ratio is 1.3976. The square root of the mass ratio, which a harmonic oscillator would give, is 1.4139. The difference looks small, but an attempt to turn it into a harmonic frequency can go wrong by 14 meV if the wrong moving mass is used.

## The naive scheme

Clamp the silicon atom at the origin. The hydrogen nucleus, of mass \(m\), moves in one plane, with \(x\) transverse to the bond and \(r_0+z\) along it. Let \(r=\sqrt{x^2+(r_0+z)^2}\), \(\cos\theta=(r_0+z)/r\) and

\[
V=D\left[1-e^{-a(r-r_0)}\right]^2+\kappa(1-\cos\theta).
\]

The first term stretches the bond and the second bends it. In the Born–Oppenheimer approximation \(V\) is the same for all isotopes. The parameters are \(D=3.5\) eV, \(a=15\) nm\(^{-1}\), \(r_0=0.15\) nm and \(\kappa=3.5\) eV.

Near the minimum \(V\approx\frac12kz^2+\frac12qx^2\), with \(k=2Da^2=1575\) eV/nm\(^2\) and \(q=\kappa/r_0^2=155.6\) eV/nm\(^2\). The harmonic quanta are

\[
E_z=\hbar\sqrt{k/m},\qquad E_x=\hbar\sqrt{q/m},
\]

or 255.66 and 80.35 meV for protium. The naive scheme takes one measured line as harmonic and scales it by \(m^{-1/2}\). Applied to the protium stretch, it predicts 142.1 meV for tritium, whereas this potential gives 144.5 meV. A better scheme needs the true levels and the law by which they depart from harmonic scaling.

## Levels from a grid

Expanding \(V\) to find the levels would build in the approximation under study. A discrete-variable basis uses the full \(V\) instead. On points \(x_i\) of spacing \(\Delta\), take functions with wavenumbers up to \(\pi/\Delta\):

\[
\phi_i(x)=\frac{\sqrt\Delta}{2\pi}\int_{-\pi/\Delta}^{\pi/\Delta}e^{ik'(x-x_i)}dk'.
\]

Each equals \(1/\sqrt\Delta\) at its own point and zero at the others, and they are orthonormal. Replacing the potential integral by a sum over the grid gives \(V_{ij}=V(x_i)\delta_{ij}\). This is a quadrature, so the energies are not guaranteed upper bounds.

The kinetic energy multiplies each plane wave by \(\hbar^2k'^2/2m\). With \(n=i-j\),

\[
T_{ij}=\frac{\hbar^2}{2m}\frac{\Delta}{2\pi}\int_{-\pi/\Delta}^{\pi/\Delta}k'^2\cos(k'n\Delta)\,dk'.
\]

For \(n=0\) the integral is \(2\pi^3/3\Delta^3\). For \(n\ne0\), integrate by parts twice. The sine terms vanish at the limits, leaving \(4\pi(-1)^n/(n^2\Delta^3)\). Hence

\[
T_{ii}=\frac{\hbar^2}{2m\Delta^2}\frac{\pi^2}{3},\qquad
T_{ij}=\frac{\hbar^2}{2m\Delta^2}\frac{2(-1)^{n}}{n^2}.
\]

In two dimensions \(H=T_x\otimes1+1\otimes T_z+V\), with \(V\) diagonal.

Energy order does not identify the stretch, because the states with one, two and three bending quanta all lie below it. The mirror symmetry \(x\to-x\) helps. Put the points at \(x_i=(i+\frac12)\Delta\), so that the mirror image of \(i\) is \(-i-1\). The combinations \((|i\rangle\pm|-i-1\rangle)/\sqrt2\) have kinetic matrices

\[
T^\pm_{ij}=T(i-j)\pm T(i+j+1),
\]

since a point and a mirror image are \(i+j+1\) steps apart. Within each parity, a state is named by its largest overlap with a harmonic product function.

Oscillator lengths obey \(l^2=\hbar/(m\omega)\propto m^{-1/2}\), so the grid is scaled by \(m^{-1/4}\) between isotopes. For protium, \(l_z=0.0127\) nm and \(l_x=0.0227\) nm. Spacings of 0.005 nm along \(z\) and 0.007 nm along \(x\) give 627 points per parity. With spacings 2.5 times larger, 112 points remain and the larger error of the two fundamentals is 0.27 meV, relative to a grid 1.3 times finer than the 627-point one. With 220 points it is \(2\times10^{-5}\) meV. The numerical error is then far below the physical uncertainty of the model.

## How the mass enters

Write \(x=l_xX\) and \(z=l_zZ\), and let \(\lambda\propto m^{-1/4}\). Harmonic terms scale as \(\lambda^2\), cubic terms as \(\lambda^3\) and quartic terms as \(\lambda^4\):

\[
H=\lambda^2(h_0+\lambda h_1+\lambda^2h_2+\cdots).
\]

Reversing both \(X\) and \(Z\) has the same effect as \(\lambda\to-\lambda\), and it cannot change the spectrum. An isolated level therefore contains even powers of \(\lambda\), and a fundamental has the asymptotic form

\[
\nu(m)=E(m)+B(m)+O(m^{-3/2}),\quad E\propto m^{-1/2},\quad B\propto m^{-1}.
\]

To find \(B\), expand \(V\) to fourth order. With \(s=r-r_0\),

\[
s=z+\frac{x^2}{2r_0}-\frac{zx^2}{2r_0^2}+\cdots,
\]
\[
s^2=z^2+\frac{zx^2}{r_0}+\frac{x^4}{4r_0^2}-\frac{z^2x^2}{r_0^2}+\cdots,\qquad
s^3=z^3+\frac{3z^2x^2}{2r_0}+\cdots.
\]

The stretching term is \(k(\frac12s^2-\frac12as^3+\frac7{24}a^2s^4)\). For the bend, put \(y=x/(r_0+z)\). Then \(1-\cos\theta=\frac12y^2-\frac38y^4\), and \(y^2=(x^2/r_0^2)(1-2z/r_0+3z^2/r_0^2)\) to the order needed. Writing \(c_{ij}\) for the coefficient of \(z^ix^j\) and collecting terms,

\[
c_{30}=-\frac{ka}2,\quad c_{12}=\frac{k}{2r_0}-\frac q{r_0},\quad c_{40}=\frac{7ka^2}{24},
\]
\[
c_{22}=-\frac{k}{2r_0^2}-\frac{3ka}{4r_0}+\frac{3q}{2r_0^2},\qquad c_{04}=\frac{k-3q}{8r_0^2}.
\]

Let \(N=n_z+\frac12\), \(P=n_x+\frac12\), \(\alpha=c_{30}l_z^3\) and \(\beta=c_{12}l_zl_x^2\). The quartic terms act in first order, through \(\langle Z^2\rangle=N\), \(\langle X^2\rangle=P\) and \(\langle Z^4\rangle=\frac32N^2+\frac38\), with the same form for \(X^4\).

The cubic operator \(\alpha Z^3+\beta ZX^2\) acts in second order. Take first the transitions that leave \(n_x\) unchanged, where \(X^2\) may be replaced by \(P\). With \(n=n_z\), the steps \(n\to n\pm1\) contribute

\[
\frac1{E_z}\left[\frac n2\left(\frac{3\alpha n}2+\beta P\right)^2-\frac{n+1}2\left(\frac{3\alpha(n+1)}2+\beta P\right)^2\right],
\]

and the steps \(n\to n\pm3\) contribute

\[
\frac{\alpha^2}{24E_z}\left[n(n-1)(n-2)-(n+1)(n+2)(n+3)\right].
\]

The \(\alpha^2N^2/E_z\) coefficients are \(-\frac{27}8\) and \(-\frac38\), which add to \(-\frac{15}4\). The other terms are \(-3\alpha\beta NP/E_z\) and \(-\beta^2P^2/(2E_z)\).

When \(n_x\) changes by \(\pm2\), the squared elements of \(X^2\) are \((S\pm2P)/4\), with \(S=P^2+\frac34\). Those of \(Z\) are \((N\pm\frac12)/2\). Summing the four transitions over their energy denominators gives

\[
\frac{\beta^2}8\left[-\frac{S+4NP}{E_z+2E_x}+\frac{4NP-S}{E_z-2E_x}\right]
=\frac{2\beta^2E_xNP}{\Delta_2}-\frac{\beta^2E_zS}{4\Delta_2},
\]

where \(\Delta_2=E_z^2-4E_x^2\). Apart from a constant, the anharmonic energy is \(X_{zz}N^2+X_{zx}NP+X_{xx}P^2\), with

\[
X_{zz}=\frac32c_{40}l_z^4-\frac{15\alpha^2}{4E_z},
\]
\[
X_{zx}=c_{22}l_z^2l_x^2-\frac{3\alpha\beta}{E_z}+\frac{2\beta^2E_x}{\Delta_2},
\]
\[
X_{xx}=\frac32c_{04}l_x^4-\frac{\beta^2}{2E_z}-\frac{\beta^2E_z}{4\Delta_2}.
\]

Raising \(N\) from \(\frac12\) to \(\frac32\) at \(P=\frac12\) changes \(N^2\) by 2 and \(NP\) by \(\frac12\). The bend follows in the same way:

\[
B_z=2X_{zz}+\tfrac12X_{zx},\qquad B_x=2X_{xx}+\tfrac12X_{zx}.
\]

Since \(l_z^2=E_z/k\), the stretching constant reduces to \((\frac7{16}-\frac{15}{16})a^2E_z^2/k=-E_z^2/4D\), the one-dimensional Morse value. For protium it is \(-4.67\) meV. The mixed constant is a near cancellation, \(-11.97+7.95+3.12\approx-0.90\) meV. For the bend, \(X_{xx}=-0.28\) meV. Thus \(B_z=-9.79\) meV and \(B_x=-1.01\) meV. The grid fundamentals lie below the harmonic quanta by the same amounts to this precision.

## Two isotopes instead of one

Let \(g=\sqrt{m_H/m_D}\), and let \(E,B\) refer to protium. Then

\[
\nu_H=E+B,\qquad \nu_D=gE+g^2B.
\]

Subtracting \(g^2\nu_H\) from \(\nu_D\) removes \(B\), and subtracting \(\nu_D\) from \(g\nu_H\) removes \(E\):

\[
E=\frac{\nu_D-g^2\nu_H}{g-g^2},\qquad B=\frac{g\nu_H-\nu_D}{g-g^2}.
\]

Here \(g=0.70728\) and \(g^2=0.50025\), from the proton and deuteron masses used in the grid calculation. Inverting the same lines with atomic masses, \(g=0.70738\), would lower \(E\) by 0.11 meV. For the stretch, \(E=(175.928-122.998)/0.20703=255.7\) meV, which agrees with the curvature of \(V\), and \(B=-9.79\) meV. For tritium \(g_T=0.5780\), so

\[
\nu_T=g_TE+g_T^2B=147.76-3.27=144.49\ \text{meV},
\]

the same as the direct grid value to the digits shown.

| Isotope | Stretch, meV (cm\(^{-1}\)) | Bend, meV (cm\(^{-1}\)) |
|---|---:|---:|
| H | 245.9 (1983) | 79.3 (640) |
| D | 175.9 (1419) | 56.3 (454) |
| T | 144.5 (1165) | 46.1 (372) |

The opening ratio now has an explanation:

\[
\frac{\nu_H}{\nu_D}=\frac1g\,\frac{1+B/E}{1+gB/E}\approx\frac1g\left[1+(1-g)\frac BE\right].
\]

Negative \(B\) lowers the ratio, because protium samples more of the softening bond than deuterium does. The bend has a smaller \(|B/E|\), and its ratio is 1.4086.

The inversion amplifies errors. An error in \(\nu_D\) enters \(E\) multiplied by \(1/(g-g^2)=4.8\). If the next term in \(\nu_H\) is \(C\), its deuterium counterpart is \(g^3C\), and the inferred \(E\) is wrong by \(-gC\).

The scheme also has structural limits. At a 2:1 resonance \(\Delta_2=0\), and one stretching quantum mixes with two bending quanta through a matrix element \(\beta/2\propto m^{-3/4}\), a power absent from the inversion. With a clamped host, isotopic substitution does not detune the two harmonic quanta, since both scale alike. A purely quartic one-dimensional well has no harmonic term at all. Balancing \(\hbar^2/mL^2\) against \(L^4\) gives energies proportional to \(m^{-2/3}\) and an H/D ratio of about 1.59. Anharmonicity can therefore also raise the ratio.

## The mass that actually moves

The amplification makes the clamped host a serious assumption. Suppose the silicon atom, of mass \(M=28.085\) u, is free and \(V\) depends only on the vector from host to hydrogen, with the bond axis fixed in direction. The kinetic energy separates into centre-of-mass and relative parts, and the relative motion has mass

\[
\mu=\frac{mM}{m+M}.
\]

The same grid calculation with \(\mu\) gives stretches of 250.1 and 181.9 meV, with ratio 1.374. The protium harmonic quantum is now 260.2 meV. Inverting these two lines with reduced masses recovers 260.2 meV, but using bare masses gives 274.6 meV. The inferred anharmonic shift becomes \(-24.5\) meV instead of \(-10.1\) meV, because recoil has been counted as anharmonicity.

A real host is held by its neighbours. If a spring gives it frequency \(\Omega\), a force \(F\) at frequency \(\omega\) moves it by \(u\), where \(F=-M(\omega^2-\Omega^2)u\). It responds like a free mass

\[
M_{\rm eff}=M(1-\Omega^2/\omega^2).
\]

Above its own frequency the bound host seems lighter, more so for deuterium, whose \(\omega\) is lower. With \(\hbar\Omega=60\) meV, a rough phonon energy, two coupled harmonic masses give a stretch ratio of 1.386, against 1.390 for a free host. In this harmonic model, a host bound at a frequency well below both stretches thus lowers the ratio further than a free host does. For the bends \(\omega\) is close to \(\Omega\), and neither the clamped nor the free host is reliable.

## What the plane leaves out

A bond with axial symmetry has a second bend, along \(y\). Its zero-point motion changes the stretch by \(X_{zx}/2=-0.45\) meV. For the in-plane bend, the quartic term \(c_{04}(x^2+y^2)^2\) gives \(2c_{04}l_x^4P_xP_y\), and the cubic term gives \(-\beta^2(P_x+P_y)^2/2E_z\). The cross constant is therefore

\[
X_{xy}=2c_{04}l_x^4-\frac{\beta^2}{E_z},
\]

and the bend changes by \(X_{xy}/2=0.14\) meV. Diagonalization in a three-dimensional oscillator basis, with integrals by Gauss–Hermite quadrature, gives \(-0.46\) and \(0.14\) meV.

At 300 K each of the two states with one bending quantum has a Boltzmann weight of about 0.046 relative to the ground state. In the planar model a stretch starting from such a state lies 0.92 meV lower. This would give a separate weak satellite only if the lines are narrower than that shift, and the model contains no linewidths.

Tunnelling was estimated for an assumed equivalent orientation at the tetrahedral angle, with two bending wells joined halfway along an arc of radius \(r_0\). The action between turning points at energy \(E_x/2\) is \(S=36\hbar\), and \((E_x/\pi)e^{-S/\hbar}\) is about \(6\times10^{-15}\) meV. A lower barrier or shorter path would change this strongly, but for the assumed path the single-well treatment is adequate.

Si–H stretches at defects in silicon lie roughly between 1800 and 2200 cm\(^{-1}\), so the model value of 1983 cm\(^{-1}\) is in the usual range, as is a bond energy of a few eV. Of the changes to the stretch estimated here, the largest comes from the immobile host: freeing it raises the protium stretch by 4.2 meV and lowers the H/D ratio from 1.398 to 1.374. The deuterium bend, at 56 meV, falls within the silicon phonon range, which ends near 65 meV. It may therefore appear as a broadened resonance, which this calculation cannot describe. For a stretch well above the phonons and away from resonance, a usable isotope analysis keeps both \(E\) and \(B\) and puts host recoil into the masses before solving for them. For a bound host the free-host reduced mass is only a first estimate: with \(\hbar\Omega=60\) meV, the small change in the H/D ratio found above is amplified by the inversion and makes \(E\) between 2 and 3 meV too high. This figure belongs to a single spring near the top of the phonon range. The error grows roughly as \(\Omega^2\): it is 0.6 meV at \(\hbar\Omega=30\) meV, and 0.7 meV for a harmonic linear chain of silicon masses whose phonons end at 65 meV. Its size for a real defect needs the actual host dynamics.
